# Power laws for d-electron hopping and bandwidth in muffin-tin theory, part 2

Harrison's rules give power laws for d–d and p–d hopping and for the d bandwidth. Here they are derived from muffin-tin wells $v$, with negligible kinetic energy between them: $(T+v)\psi=E\,w\,\psi$, with weight $w=1$ inside the spheres and 0 outside. Outside a well, $R_l=a_lr^{-l-1}+b_lr^l$. At the band centre $C_l$, $b_l=0$ and $a_l=A_l$, with $\int wR_l^2r^2dr=1$. Near it,
$$b_l(E)=-\frac{E-C_l}{(2l+1)(\hbar^2/2m)A_l}. \tag{2}$$
This follows from an identity for two radial solutions $f,g$ with effective potentials $u_f,u_g$:
$$\frac{\hbar^2}{2m}s^2\,(fg'-gf')\Big|_s=\int_0^s(u_g-u_f)\,fg\,r^2dr .$$

For orbitals $l,l'$ a distance $d$ apart, with $m=0,1,2$ ($\sigma,\pi,\delta$) as a label and $m$ in $\hbar^2/m$ the mass, the hopping is
$$V_{ll'm}=(-1)^{l'+m+1}\frac{\hbar^2}{2m}\frac{\sqrt{(2l+1)(2l'+1)}\,(l+l')!}{\sqrt{(l+m)!\,(l-m)!\,(l'+m)!\,(l'-m)!}}\frac{A_lA_{l'}}{d^{\,l+l'+1}}. \tag{4}$$
The lengths $r_l$ name the amplitudes: $A_d^2=3r_d^3/\pi$, $A_p^2=r_p/(3\pi)$. Then
$$V_{ddm}=\eta_{ddm}\frac{\hbar^2r_d^3}{md^5},\quad \eta_{dd}=\frac{15}{2\pi}(-6,\,4,\,-1);\qquad V_{pdm}=\eta_{pdm}\frac{\hbar^2(r_pr_d^3)^{1/2}}{md^4},\quad\eta_{pd}=\frac{(-3\sqrt{15},\,3\sqrt5)}{2\pi},$$
and $V_{ppm}=\eta_{ppm}\hbar^2r_p/(md^3)$ with $\eta_{pp}=(1,-\tfrac12)/\pi$.

A free-electron-like p state is modelled by an empty sphere of the Wigner–Seitz radius $S$, where $4\pi S^3/3=\Omega$, the volume per atom. With $E=\hbar^2k^2/2m$, its centre is at $kS=\pi$, and $A_p^2=2S$, $r_p=6\pi S$, so
$$V_{pdm}=\eta'_{pdm}\frac{\hbar^2r_d^{3/2}}{m\,d^{7/2}},\qquad\eta'_{pdm}=\eta_{pdm}\sqrt{6\pi S/d}. \tag{5}$$

A program checks the results with Gaussian wells $v=-\lambda w$, $w=e^{-r^2/\sigma^2}$, in units $\hbar=m=\sigma=1$, tuned to $C_l=0$. For two wells (the dimer), half the level gap is compared with (4). Scattering through s channels, with scattering lengths $\alpha$ defined by $a_0=-\alpha b_0$, predicts the listed $\sigma$ factors: $1+\alpha^2/[6(d^2-\alpha^2)]$ for d–d and $1+\alpha_1\alpha_2/[3(d^2-\alpha_1\alpha_2)]$ for p–d.

The question now is why $r_p=6\pi S$ should be trusted, when it is far larger than the bond length.

**A.** The exponent deserves more trust than the prefactor. The length $r_p$ is a label for $A_p^2$, not a radius, but spheres of radius $S$ do overlap their neighbours once $S/d>\tfrac12$, which goes beyond the non-overlap assumption. Also, (2) is linearised about $C_p$, so it is a poor description of the p channel at a d level far from $C_p$.

A comparison shows how far it holds. With $A_p^2=2S$, $V_{pp\sigma}=6(S/d)\hbar^2/(md^2)$ and $V_{pp\pi}=-3(S/d)\hbar^2/(md^2)$. In a simple cubic lattice the nearest-neighbour $p_z$ energy is $\epsilon+2V_\sigma\cos k_zd+2V_\pi(\cos k_xd+\cos k_yd)$, and the s–p coupling, which goes as $\sin kd$, vanishes at $\Gamma$ and at $X=(0,0,\pi/d)$. Match these levels to free electrons, in units $\hbar^2/(md^2)$. At $\Gamma$ the p states come from the waves with $|\mathbf k|=2\pi/d$, so $\epsilon+2V_\sigma+4V_\pi=2\pi^2$. At $X$, $p_z$ is the odd combination of $k_z=\pm\pi/d$, so $\epsilon-2V_\sigma+4V_\pi=\pi^2/2$, and $p_x$ comes from $(\pm2\pi,0,\pm\pi)/d$, so $\epsilon+2V_\sigma=5\pi^2/2$. Subtraction gives $V_\sigma=3\pi^2/8=3.7011$ and $V_\pi=-\pi^2/8=-1.2337$. The sphere with $S/d=0.6204$ gives 3.7221, which is 0.6 % above the fitted value, and $-1.8611$, half as large again in magnitude as the fitted value. The close $\sigma$ agreement depends on stopping at nearest neighbours. The p–p form of (4) falls only as $d^{-3}$: adding the second shell turns 3.72 into 5.04, and the full sum over spherical shells gives 4.51 and $-2.25$ for the same level differences. At $\Gamma$ that sum is only conditionally convergent. The ratio $V_\sigma/V_\pi$ is $-2$ in (4) and $-3$ in the fit, so no single $r_p$ reproduces both. The prefactor $\eta'$ therefore depends on the structure and on how $r_p/d$ is fixed, and a universal value can only be fitted.

**Q.** Turn to the bandwidth. Many shells of neighbours contribute, in all directions. Why a clean fifth power?

**A.** For a bond $\mathbf R$ the $5\times5$ block is $V(\mathbf R)=V_\sigma P_\sigma+V_\pi P_\pi+V_\delta P_\delta$, where the projectors onto $|m|=0,1,2$ about the bond depend only on its direction. An independent form exists. Write $Y_i\propto\hat n\cdot Q_i\hat n$ with orthonormal traceless symmetric matrices $Q_i$. Since $\partial_a\partial_b(1/r)=(3n_an_b-\delta_{ab})/r^3$, the tail is $F_i=\tfrac13Q_i{:}\nabla\nabla(1/r)$. Its second-order Taylor term $\tfrac12\mathbf r'\mathbf r'{:}\nabla\nabla F_i$ has the coefficients $B_{ij}=\tfrac12Q_j{:}\nabla\nabla F_i$, because $\nabla\nabla F_i$ is traceless. The program checks the projector form against these symbolic fourth derivatives for an oblique bond.

A uniform scaling of the lattice leaves all directions and all products $\mathbf k\cdot\mathbf R$ unchanged and multiplies every block by the same factor. Every eigenvalue of $H(\mathbf k)-C_d=\sum_{\mathbf R}V(\mathbf R)e^{i\mathbf k\cdot\mathbf R}$ is then a pure number times $\hbar^2r_d^3/(mS^5)$. The sum converges absolutely, since the number of sites grows as $R^2dR$. For the unhybridised d band with volume-independent $r_d$,
$$W_d=c\,\frac{\hbar^2r_d^3}{mS^5},\qquad\frac{d\ln W_d}{d\ln\Omega}=-\frac53 .$$

**Q.** What is $c$?

**A.** It depends on what is called the width, and three definitions are useful. The Wigner–Seitz rule puts the antibonding top where $R(S)=0$ and the bonding bottom where $R'(S)=0$. With $R=A_dr^{-3}+br^2$, the first condition gives $b=-A_d/S^5$, and the second, $-3A_dS^{-4}+2bS=0$, gives $b=\tfrac32A_d/S^5$. By (2), $E-C_d=-\tfrac52(\hbar^2/m)A_db$, so the top is at $+\tfrac52$ and the bottom at $-\tfrac{15}4$ in units $\hbar^2A_d^2/(mS^5)$. The width is $\tfrac{25}4$ of that unit, and $c=\tfrac{25}{4}\cdot\tfrac3\pi=75/(4\pi)$, whatever the structure. This is an estimate, not a bound: it replaces the cell by a sphere and imposes one radial condition on a single-$l$ function, and in the example below the computed band edges lie outside these levels.

The second definition uses moments. The trace of each block is proportional to $-6+2\cdot4-2\cdot1=0$, so the band's centre of gravity is $C_d$. The zone average of $e^{i\mathbf k\cdot(\mathbf R+\mathbf R')}$ selects $\mathbf R'=-\mathbf R$, and $\operatorname{Tr}V^2=V_\sigma^2+2V_\pi^2+2V_\delta^2$ with $36+32+2=70$, so
$$\mu_2=\frac{70}{5}\left(\frac{15}{2\pi}\right)^2\left(\frac{\hbar^2r_d^3}{mS^5}\right)^2\sum_{\mathbf R}\left(\frac SR\right)^{10}.$$
A rectangular density of states of width $W$ has $\mu_2=W^2/12$, which defines $W_{\rm rect}=\sqrt{12\mu_2}$. The third definition is the spread of the computed eigenvalues.

**Q.** Near the band edges the kinetic energy between the wells is not zero. Does the fifth power survive the real Schrödinger equation?

**A.** At leading order in $x=A_d^2/S^3$. Put $C_d$ at the muffin-tin zero, normalise the orbital over all space, and let $e=mE/\hbar^2$, so that outside the well $\nabla^2R=-2eR$. For $l=2$ the radial Laplacian sends $r^p$ to $[p(p+1)-6]r^{p-2}$. A term $\gamma r^{-1}$ added to $r^{-3}$ needs $-6\gamma=-2e$, and a term $\gamma r^4$ added to $r^2$ needs $14\gamma=-2e$:
$$R=A_dr^{-3}\left(1+\tfrac13er^2\right)+br^2\left(1-\tfrac17er^2\right).$$
The coefficient $b$ is unchanged at first order in $e$. In the identity at radius $r$ the term $\tfrac13A_de\,r^{-1}$ adds $\tfrac13A_d^2e\,r^2(-r^{-5}+3r^{-5})=2A_d^2e/(3r^3)$ to $5A_db$, while the norm inside $r$ is $1-A_d^2/(3r^3)$. So $\tfrac12[5A_db+2A_d^2e/(3r^3)]=-e[1-A_d^2/(3r^3)]$, the $r^{-3}$ terms cancel, and $b=-2e/(5A_d)$. The same tail norm shows that normalising in a sphere of radius $S$ instead would change $A_d^2$ by the relative amount $x/3$.

Let $\varepsilon=eS^2$, which is of order $x$. The condition $R(S)=0$ gives $e=\tfrac52A_d^2S^{-5}(1+\varepsilon/3)/(1-\varepsilon/7)$. To first order the correction is $\tfrac{10}{21}\varepsilon$ with $\varepsilon=\tfrac52x$, a factor $1+\tfrac{25}{21}x$. The condition $R'(S)=0$ reads $-3A_dS^{-4}(1+\varepsilon/9)+2bS(1-2\varepsilon/7)=0$. The correction is $\tfrac{25}{63}\varepsilon$ with $\varepsilon=-\tfrac{15}4x$, a factor $1-\tfrac{125}{84}x$. The width changes by $\left(\tfrac{125}{42}-\tfrac{1875}{336}\right)x=-\tfrac{125}{48}x$ out of $\tfrac{25}4$, so
$$W=\frac{25}{4}\frac{\hbar^2A_d^2}{mS^5}\left(1-\frac{5x}{12}\right),\qquad\frac{d\ln W}{d\ln S}=-5+\frac{5x/4}{1-5x/12},$$
the second form following from $dx/d\ln S=-3x$.

The program integrates the full radial equation for the Gaussian d well. Its all-space $A^2$ is 3.78224, smaller than the weighted value because $w<1$ makes the weighted norm the smaller one. At $S=8$ ($x=0.00739$) the edges are 2.5210 and $-3.7123$, and at $S=11$ ($x=0.00284$) they are 2.5082 and $-3.7348$, approaching $\tfrac52$ and $-\tfrac{15}4$. The coefficient of $x$ is $-0.3625$ and then $-0.3900$, moving towards $-5/12$, with an asserted tolerance of 0.08. The remaining gap roughly halves between the two radii; the program does not identify its source.

If $C_d$ itself lies away from the muffin-tin zero, the same series shows relative corrections of order $e\,d^2$. Replacing $1/r$ by $1/r-er$ in the fourth derivatives above gives, at fixed $A_d$, the first-order factors $1+ed^2/9$, $1+ed^2/6$ and $1+ed^2/3$ for $\sigma$, $\pi$ and $\delta$. At $d=2.64$ Å a level only 1 eV from the zero has $|e|d^2=0.91$. For a level 3 eV below the zero, the full screened tail multiplies the three hoppings by 0.75, 0.64 and 0.50. Both the exponent 5 and the ratio $-6:4:-1$ therefore require $|e|d^2\ll1$. For a deeply bound level they sum to exponential decay and no power law remains. Hybridisation with the s–p bands and any change of $r_d$ with volume also lie outside the result.

**Q.** Put numbers on it.

**A.** Take a bcc lattice with the round model values $r_d=1.0$ Å and $S=1.5$ Å, and $\hbar^2/m=7.6200$ eV Å$^2$. Two atoms per cube give $a^3/2=4\pi S^3/3$, so $a=(8\pi/3)^{1/3}S=3.0465$ Å, $d_1=\sqrt3a/2=2.6383$ Å and $S/d_1=0.5685$.

With $\eta_{dd}=(-14.3239,\,9.5493,\,-2.3873)$, $V_{dd\sigma}=-14.3239\times7.6200/2.6383^5=-0.854$ eV, and likewise $V_{dd\pi}=0.569$ eV and $V_{dd\delta}=-0.142$ eV. At the second shell, $d=a$, the values are $-0.416$, $0.277$ and $-0.069$ eV, about half as large, so that shell cannot be left out.

The energy unit is $7.6200/1.5^5=1.0035$ eV and $A_d^2=3/\pi=0.9549$ Å$^3$. The Wigner–Seitz top is $2.5\times0.9549\times1.0035=2.396$ eV and the bottom $-3.593$ eV, so $W=5.99$ eV and $c=5.97$. The lattice sum to $5a$ is $\sum(S/R)^{10}=0.03375$, so $\mu_2=14\times2.3873^2\times1.0035^2\times0.03375=2.71$ eV$^2$, which the diagonalised bands reproduce, and $W_{\rm rect}=\sqrt{12\times2.7116}=5.70$ eV with $c=5.69$. The eigenvalues on a $16^3$ mesh run from $-3.877$ to $2.945$ eV, a spread of 6.82 eV with $c=6.80$; a longer cutoff moves the bottom by 0.001 eV, to $-3.878$ eV, and leaves the other figures unchanged. Both edges lie beyond the Wigner–Seitz levels, and the spread exceeds the Wigner–Seitz width by 14 % of the latter. The three definitions share the exponent and differ in $c$.

Here $x=0.9549/1.5^3=0.283$, so $1-5x/12=0.882$, the corrected Wigner–Seitz width is about 5.3 eV and the exponent about $-4.6$. At this $x$ the higher-order terms, including those from the finite range of the well, need not be small. These two figures are only what the first-order formula gives, and at this $x$ it fails. The full radial equation gives a factor 1.00 and an exponent $-5.0$ for the Gaussian well, and 1.03 and $-5.3$ for a square well, so the true correction depends on the shape of the well. At leading order a 3 % smaller $S$ multiplies the d–d hoppings and $W$ by $0.97^{-5}=1.1645$, taking the Wigner–Seitz width to 6.97 eV.

For a free-electron p state in the same lattice, $r_p=6\pi\times1.5=28.3$ Å and $V_{pp\sigma}=6\times0.5685\times7.6200/2.6383^2=3.73$ eV. From $\eta_{pd}=(-1.8492,\,1.0676)$ and the factor $\sqrt{6\pi\times0.5685}$, (5) gives $\eta'_{pd}=(-6.05,\,3.50)$. With $r_d^{3/2}/d_1^{7/2}=0.03352$ Å$^{-2}$, $V_{pd\sigma}=-6.054\times7.6200\times0.03352=-1.55$ eV and $V_{pd\pi}=0.89$ eV. The centre of this p state lies $\pi^2\hbar^2/(2mS^2)=16.7$ eV above the muffin-tin zero, far from a d level placed near that zero, so these values illustrate (5) and are not accurate hybridisation strengths. The 3 % contraction raises both p–d hoppings by the factor 1.1125 for a free-electron p state and by 1.1296 for a fixed $r_p$.

**Q.** And for tetrahedral coordination?

**A.** Equation (4) holds bond by bond, so the exponents are unchanged. Zinc blende has eight atoms in a cube of side $a$ and $d=\sqrt3a/4$. Equal spheres have $S=(3/32\pi)^{1/3}a$, so $S/d=0.7163$ and $\eta'_{pd}=(-6.8,\,3.9)$. The spheres overlap much more than in bcc, so the empty-sphere prefactor is further from its assumptions here. The ratio $\eta'_{pd\sigma}/\eta'_{pd\pi}=-\sqrt3$ does not involve $r_p$, and the power $7/2$ requires only that $r_p$ be proportional to $d$.

## Numbers as computed

```
--- test model, hbar = m = sigma = 1 ---
l=1: depth 6.04965, A 2.61335, -int v R r^(l+2) 3.92003, db/dE -0.255100
l=2: depth 13.45054, A 3.92724, -int v R r^(l+2) 9.81810, db/dE -0.101853
quadrature <2|v2|1> d^(l+l'+1)/(A A'), l=1 l'=1, m=0..: 3.00000 -1.50000
quadrature <2|v2|1> d^(l+l'+1)/(A A'), l=1 l'=2, m=0..: -5.80948 3.35410
quadrature <2|v2|1> d^(l+l'+1)/(A A'), l=2 l'=1, m=0..: 5.80948 -3.35410
quadrature <2|v2|1> d^(l+l'+1)/(A A'), l=2 l'=2, m=0..: -15.00000 10.00000 -2.50000
s scattering length: p well 0.6358, d well 1.8289
dimer d=9 l=2,2: V/formula 1.0061 1.0000 1.0000; sigma factor 1.0072
dimer d=9 l=1,2: V/formula 1.0043 1.0000; sigma factor 1.0049
dimer d=13 l=2,2: V/formula 1.0030 1.0000 1.0000; sigma factor 1.0034
dimer d=13 l=1,2: V/formula 1.0021 1.0000; sigma factor 1.0023
exponents: dd delta 5.000, pd pi fixed well 4.000, p well scaled with d 3.500
d well, all-space norm: A^2 3.78224
S=8: x 0.00739, top 2.5210, bottom -3.7123 (A^2/S^5), x coefficient -0.3625
S=11: x 0.00284, top 2.5082, bottom -3.7348 (A^2/S^5), x coefficient -0.3900
empty sphere l=1: kS 3.14159, A^2/S^(2l-1) 2.000000
empty sphere l=2: kS 4.49341, A^2/S^(2l-1) 2.000000
simple cubic S/d 0.6204; pp sigma sphere 3.7221, fit 3.7011 (hbar^2/md^2)
simple cubic pp pi sphere -1.8611, fit -1.2337 (hbar^2/md^2)
--- worked example: bcc model ---
hbar^2/m 7.6200 eV A^2; r_d 1.0 A; S 1.5 A; a 3.0465 A; d1 2.6383 A; S/d1 0.5685
eta_dd -14.3239 9.5493 -2.3873
eta_pd -1.8492 1.0676; eta_pp 0.3183 -0.1592
V_dd at d1 (eV): -0.8538 0.5692 -0.1423
V_dd at d2=a (eV): -0.4159 0.2773 -0.0693
A_d^2 0.9549 A^3; hbar^2 r_d^3/(m S^5) 1.0035 eV
sum (S/R)^10 0.03375; mu2 2.7116 eV^2
Wigner-Seitz top 2.396 eV, bottom -3.593 eV
band top 2.945 eV, bottom -3.877 eV (relative to C_d)
W Wigner-Seitz: 5.989 eV, c 5.968
W second moment: 5.704 eV, c 5.685
W band extremes: 6.822 eV, c 6.798
x 0.2829; factor 1-5x/12 0.8821; corrected W 5.283 eV
first-order dlnW/dlnS -4.599
S 3% smaller: dd and W factor 1.1645, W 6.974 eV
S 3% smaller: pd factor 1.1125 (free p), 1.1296 (fixed r_p)
r_p = 6 pi S 28.274 A; V_pp sigma 3.734 eV
bcc eta'_pd -6.054 3.495; r_d^1.5/d1^3.5 0.03352 A^-2
V_pd at d1 (eV): -1.546 0.893
zinc blende S/d 0.7163; eta'_pd -6.795 3.923
```
